Parity-violating optical rotation and its line shape on a p1/2–p3/2 doublet

**1. Why a weak amplitude needs a partner**

Suppose the electron–nucleus weak interaction gives a magnetic-dipole line an electric-dipole amplitude that is 10⁻⁷ of the magnetic one. Sought as extra absorption of linearly polarized or unpolarized light, it contributes its square, 10⁻¹⁴ of the line strength. Sought through interference, it contributes to first order, but then its phase matters: an amplitude of the wrong phase gives no rotation at all. And even a correctly measured angle gives no value for the weak amplitude until one knows the magnetic amplitude and what it contributes to the refractive index at that frequency.

The line here is p1/2 → p3/2, the 6p doublet of thallium being the case in view. The vapour is unpolarized, dilute and free of static fields, and its upper level is empty. Write M_q and D_q for the matrix elements of the magnetic moment μ and electric dipole d, with q the spherical component. The result is

φ(ω) = (2ωL/c) R Re(n_M − 1), R = Im(E1)/M1 = D_q/(iM_q).

Here L is the path length and n_M the part of the refractive index due to M1. The angle φ is positive from x towards y for light travelling along +z.

Thus R fixes the rotation relative to the M1 refractivity. Since n_M − 1 is itself proportional to M1², the angle at fixed density and frequency scales as the product E1·M1.

Equations are Gaussian, in Rydberg units: ħ = 1, m = 1/2, e² = 2. Then c = 2/α, and the Bohr magneton is μ_B = e/(2mc) = eα/2, so μ_B² = α²/2. The electron has charge −e. Fields vary as exp(ikz − iωt), with k = ω/c.

**2. Why the E1 amplitude is imaginary**

Let Θ be time reversal, and let K be Θ followed by a rotation through π about y. Θ reverses all components of J; the rotation reverses J_x and J_z. Together they preserve J_x and J_z and reverse J_y. Since K is antiunitary it also changes i to −i, so

K(J_x ± iJ_y)K⁻¹ = J_x ∓ i(−J_y) = J_x ± iJ_y.

K therefore commutes with J_z and J_±. If the Hamiltonian is invariant under rotations and time reversal, and a level has no degeneracy beyond m, then K|jm⟩ = exp(iχ)|jm⟩ with χ independent of m. Multiplying the states by exp(iχ/2) removes the phase, so we take K|jm⟩ = |jm⟩.

For any operator O, antiunitarity now gives

⟨f|O|i⟩* = ⟨f|KOK⁻¹|i⟩.

Time reversal preserves d_z and the rotation reverses it: K d_z K⁻¹ = −d_z. Both operations reverse μ_z, so K μ_z K⁻¹ = μ_z. Hence D_0 is imaginary and M_0 is real. Both operators are vectors, so the Wigner–Eckart theorem gives the same ratio for every q and m:

D_q = iR M_q, R real.

The argument used the full Hamiltonian, weak interaction W included. It requires W to be even under time reversal. A parity-odd W that is also odd under time reversal behaves differently. To first order D is a product of one element of d, imaginary in this phase convention, and one of W. From KWK⁻¹ = −W, the latter is imaginary too. D is then real, and section 4 shows that it gives no rotation.

**3. Where the amplitude comes from**

First-order perturbation of both states gives

E1 = Σ_n ⟨f|d|n⟩⟨n|W|i⟩/(E_i − E_n) + Σ_n ⟨f|W|n⟩⟨n|d|i⟩/(E_f − E_n).

The nuclear-spin-independent weak interaction has the four-component form W = gγ₅ρ_N(r), with ρ_N the nuclear density and g a real coupling. Write a Dirac orbital as (f χ_κ, i g̃ χ_−κ), with real radial functions f and g̃. Since γ₅ exchanges upper and lower components,

⟨s1/2|W|p1/2⟩ = ig ∫ρ_N (f_s g̃_p − g̃_s f_p) r² dr.

The two terms come from upper–lower and lower–upper overlaps; complex conjugation of the i in the s orbital gives the minus sign. The element is imaginary in this convention, where dipole elements are real.

To see a complete R, keep one s1/2 level, at Δ = E_s − E_p1/2 above p1/2, and use two-component angular functions. Choose |a⟩ = σ·r̂|s↑⟩ for p1/2, m = 1/2, and |b⟩ for p3/2, m = 1/2:

|a⟩ = √(1/3)|0↑⟩ − √(2/3)|1↓⟩
|b⟩ = √(2/3)|0↑⟩ + √(1/3)|1↓⟩.

The number in each ket is m_l. Put ⟨s|W|a⟩ = −iw with w real. The perturbed lower state is

|a⟩ + |s↑⟩(−iw)/(−Δ) = |a⟩ + (iw/Δ)|s↑⟩.

With ρ the radial integral of r between s and p, ⟨0|z|s⟩ = ρ/√3, and therefore

D_0 = −eρ √(2/3) √(1/3) (iw/Δ) = −eρ(√2/3)(iw/Δ).

For the magnetic moment, μ = −μ_B(L + 2S) = −μ_B(J + S). J does not connect different j, so only S contributes:

⟨b|S_z|a⟩ = (1/2)(√2/3) + (−1/2)(−√2/3) = √2/3,
M_0 = −μ_B√2/3.

This takes equal radial functions for the two p states, the nonrelativistic limit. Dividing, with e/μ_B = 2/α,

R = (2/α) ρw/Δ, ρ in a0.

For ρ = 2 a0, w = 5×10⁻⁶ Ry and Δ = 0.246667 Ry this is 274.072 × 2 × 5×10⁻⁶/0.246667 = 0.01111. Diagonalizing the same model gives an imaginary ratio of 0.01111 as well. The large w is chosen for numerical resolution. A quantitative R for a real heavy atom needs the full sum over n, relativistic orbitals and electron correlation; below, R is a parameter.

**4. Interference in the two circular polarizations**

Take ε_± = ∓(x̂ ± iŷ)/√2. Using ẑ×x̂ = ŷ and ẑ×ŷ = −x̂,

ẑ×ε_± = ∓(ŷ ∓ ix̂)/√2 = ∓iε_±.

The last step holds because ∓i(x̂ ± iŷ) = ŷ ∓ ix̂. In a dilute vapour B = ẑ×E to leading order. The coupling −d·E − μ·B therefore contains the absorption amplitude

A_± = D_± ∓ iM_± = iRM_± ∓ iM_± = ∓iM_±(1 ∓ R).

The strengths are

|A_±|² = |M_±|²(1 ∓ R)².

After summing over m, |M_+|² and |M_−|² are equal, and the difference of strengths is −4R|M|². For positive R, the + helicity couples more weakly. If D/M were a real number r, then |r ∓ i|² = 1 + r² for both helicities and the difference would vanish. This is why the time-reversal argument is needed.

**Electric quadrupole.** E2 is also allowed on this line, and adds an amplitude Q_± of tensor rank 2. It has the same parity as M1, so it need not be small. Its interference with a rank-1 amplitude, summed over all m and m′, contains

Σ (F′ 1 F; −m′ q m)(F′ 2 F; −m′ q m) = 0,

where the brackets are 3j symbols and the zero is their orthogonality. The remaining |Q_±|² is equal for the two helicities. Thus E2 adds to absorption and to the common index but not to φ. Where E2 contributes to the measured refractivity, inserting the total for n_M − 1 would therefore give a wrong R. The same holds for the nearly flat index from distant allowed E1 lines; the single s level of section 3, at the density of section 9, already gives 2.5×10⁻⁸. The cancellation needs an unpolarized vapour. It was tested with E2 present, separately for each hyperfine line.

**5. From amplitudes to refractive index**

For transverse plane waves, Maxwell's equations with polarization P and magnetization M (both per volume) give

E″ + k²E = −4πk²P − 4πik ẑ×M′,

where a prime is d/dz. To first order in density, M′ = ikM, and

E″ + k²E = −4πk²(P − ẑ×M).

Insert E = E_0 ε exp(inkz). The left side is (1 − n²)k²E, so n² − 1 = 4π ε*·(P − ẑ×M)/E. For n near 1, n² − 1 ≈ 2(n − 1), hence

n − 1 = 2π ε*·(P − ẑ×M)/E.

The excited amplitude c_f obeys, in the rotating-wave approximation,

i dc_f/dt = (ω_0 − iγ/2)c_f − A E exp(−iωt),

with energies measured from the lower state and γ the homogeneous full width. The steady solution is c_f = A E exp(−iωt)/(ω_0 − ω − iγ/2). The induced moments are ⟨i|d|f⟩c_f and ⟨i|μ|f⟩c_f. The vector identity

−ε*·(ẑ×μ) = (ẑ×ε*)·μ

shows that their projection contains A*. With N atoms per volume and g_i equally populated lower states,

n_± − 1 = (2πN/g_i) Σ |A_±|²/(ω_0 − ω − iγ/2).

Its imaginary part is positive, so the light is absorbed, as it must be. Section 4 now gives

n_+ − n_− = −4R(n_M − 1).

As a test, the dispersion equation was solved with P and M responding to both E and B, without the approximation n² − 1 ≈ 2(n − 1). The real part of n_+ − n_− was −4.2732×10⁻⁷, against −4.2731×10⁻⁷ from the formula. The relative difference, about 2×10⁻⁵, is of the order of n − 1 there, the size expected of neglected second-order terms in density.

**6. From index to angle**

Split linear light into x̂ = [(x̂ + iŷ) + (x̂ − iŷ)]/2. If the two parts acquire phases β_+ and β_−, then with δ = (β_+ − β_−)/2 the emerging field is, apart from a common phase,

[exp(iδ)(x̂ + iŷ) + exp(−iδ)(x̂ − iŷ)]/2 = x̂ cos δ − ŷ sin δ.

The plane has turned through −δ. Since β_± = kL Re n_±,

φ = −(kL/2) Re(n_+ − n_−) = 2kL R Re(n_M − 1),

which is the stated result. Unequal absorption turns the line into an ellipse, but the azimuth of its long axis is still fixed by half the relative phase of the circular parts.

The sense of rotation is tied to the propagation direction. If a mirror returns the light through the same vapour, the rotation seen in fixed laboratory axes reverses on the way back, and the two passes cancel. The exact path need not be retraced. What matters is that one reflection exchanges the two helicities: near normal incidence the mirror keeps the laboratory azimuth of the polarization while the sense of rotation reverses. Folding the light back and forth between two facing mirrors therefore does not build up the angle. Reversal of direction alone is not the cause: a roof of two ideal mirrors also sends the light back, but after two reflections the helicity is restored and the two passes add.

**7. Strength of the doublet and its hyperfine lines**

From section 3, |M_0|² = 2μ_B²/9 for m = 1/2, and the same for m = −1/2. Averaging over the two lower states gives 2μ_B²/9; by isotropy this holds for each q. Hence

n_M − 1 = 2πN(2μ_B²/9)𝓖 = (2π/9)α²N𝓖,

where the complex function 𝓖 is the factor 1/(ω_j − ω − iγ/2), averaged over the thermal motion and over the hyperfine lines j with their weights.

Take nuclear spin 1/2, as in the stable isotopes of thallium, one isotope, and no hyperfine mixing of J. The lower level has F = 0, 1 and the upper F′ = 1, 2. The weights W_j of the M1 lines (numbers, not to be confused with the weak interaction W) follow from counting. Summed over q and all final states, the strength from a lower state is the expectation value of an electronic scalar, and so is equal for all four lower states. F = 0 thus carries 1/4 of the total, all of it in 0→1, because a rank-1 operator cannot connect 0 to 2. The same argument from above makes the eight upper states equal. F′ = 2 has five of them and is reached from F = 1 alone, so 1→2 carries 5/8. The remainder, 1 − 1/4 − 5/8 = 1/8, belongs to 1→1.

The weak interaction W acts on the electrons alone, so R is common to these three lines. A nuclear-spin-dependent weak interaction would break this equality. With only E1, M1 and E2 kept, the line 0→2 is pure E2: it absorbs but does not rotate.

**8. The dispersive line shape**

Thermal motion shifts each resonance by bu, where u has the distribution exp(−u²)/√π and b is the Doppler half-width at 1/e. For a line at ω_j define

z_j = (ω − ω_j + iγ/2)/b.

The averaged denominator is

∫ du exp(−u²)/{√π [ω_j + bu − ω − iγ/2]} = (1/(b√π)) ∫ du exp(−u²)/(u − z_j).

The Faddeeva function is w(z) = (i/π)∫ exp(−u²)/(z − u) du for Im z > 0. The integral on the right is therefore iπ w(z_j), and the average is i√π w(z_j)/b. Its real part is −√π Im w/b. Summing the lines,

𝓛(ω) = Re 𝓖 = −(√π/b) Σ_j W_j Im w(z_j).

Insert n_M − 1 and 1/c = α/2 in the rotation formula:

φ(ω) = 2ωL(α/2)R(2π/9)α²N Re 𝓖 = (2π/9)α³ωNLR 𝓛(ω).

The M1 optical depth, 2kL Im n_M, has the same prefactor without R, multiplied by the absorptive partner (√π/b)Σ_j W_j Re w(z_j). Rotation is thus R times the dispersive counterpart of the optical depth.

**Doppler limit.** For γ → 0 and one line, Im w(x) = 2D(x)/√π, with x = (ω − ω_j)/b and Dawson's function D(x) = exp(−x²)∫₀ˣ exp(t²)dt. Then

𝓛 = −2D(x)/b.

It vanishes at line centre and is odd about it. Since D′ = 1 − 2xD, the extremum has D = 1/(2x); numerically x = 0.924 and D = 0.541. For R > 0 the rotation is positive below the line and negative above.

**Homogeneous limit.** For b → 0, each line gives (ω_j − ω)/[(ω_j − ω)² + γ²/4], with extrema at ω_j ∓ γ/2.

**Far wing.** At detuning s = ω − ω_0 much larger than b, γ and the line offsets o_j,

𝓛 = −(1/s)[1 + Σ W_j o_j/s + (Σ W_j o_j² + b²/2 − γ²/4)/s² + …],

from expanding 1/(o_j + bu − iγ/2 − s) in 1/s, averaging with ⟨u²⟩ = 1/2 and taking the real part.

The wing falls as 1/s, whereas homogeneous absorption falls as 1/s². The rotating-wave form requires |s| to remain far below ω_0: the neglected counter-rotating term changes φ by a relative amount of about s/(2ω_0), distant levels such as the s level of section 3 add a correction of the same order, and far enough out these exceed the s⁻² term above.

**9. Worked example**

The parameters are round model values, not thallium data: ω_0 = 0.07 Ry (wavelength 1302 nm), N = 5×10⁻¹⁰ a0⁻³, L = 2×10¹⁰ a0 (1.06 m), R = 10⁻⁷, b = 10⁻⁷ Ry and γ = 10⁻⁸ Ry. The lower and upper hyperfine splittings are 6×10⁻⁶ and 2×10⁻⁷ Ry.

The reduced M1 element is (2/√3)μ_B = 4.213×10⁻³ e a0 in magnitude, so Im(E1) is 4.213×10⁻¹⁰ e a0. The prefactor without R is

(2π/9)α³ω_0NL = 0.6981 × 3.886×10⁻⁷ × 0.07 × 10 = 1.899×10⁻⁷ Ry.

Hyperfine energies proportional to I·J lie at −3/4 and +1/4 of the lower splitting, and at −5/8 and +3/8 of the upper. For 0→1 the offset from ω_0 is

−0.625 × 2×10⁻⁷ + 0.75 × 6×10⁻⁶ = 4.375×10⁻⁶ Ry.

The lines 1→1 and 1→2 lie at −1.625×10⁻⁶ and −1.425×10⁻⁶ Ry. The weighted mean offset is zero, so the first correction in the rotating-wave series of section 8 vanishes.

**The isolated line.** In the Doppler limit 0→1 alone would give extrema of

1.899×10⁻⁷ × 10⁻⁷ × 0.25 × 2 × 0.541/10⁻⁷ = 5.14×10⁻⁸ rad.

The computed extrema are +4.57×10⁻⁸ and −5.06×10⁻⁸ rad. Half their separation is 4.82×10⁻⁸ rad, 6% below the estimate. Homogeneous width explains this: with y = γ/(2b) = 0.05, the first-order change of Im w is −2xy exp(−x²), which at x = 0.924 is −6.4% of Im w.

Their mean is −0.24×10⁻⁸ rad. This is the wing of the other two lines, of total weight 0.75 and mean distance 5.83×10⁻⁶ Ry:

−1.899×10⁻¹⁴ × 0.75/(5.83×10⁻⁶) = −0.24×10⁻⁸ rad.

The same background moves the zero to 4.372×10⁻⁶ Ry, slightly below the line centre.

**The overlapping pair.** The F = 1 lines are 2b apart. Their rotation has a maximum of +9.7×10⁻⁸ rad at −1.518×10⁻⁶ Ry and a minimum of −1.28×10⁻⁷ rad at −1.332×10⁻⁶ Ry. Both points lie above the weak line 1→1, whose contribution is therefore negative at both: it lowers the maximum and deepens the minimum. Between −2.2×10⁻⁶ and −0.8×10⁻⁶ Ry there is one zero, at −1.431×10⁻⁶ Ry, near the strong line. The weak line shows only as a shoulder on the positive side, a local maximum of +7.2×10⁻⁸ rad near −1.67×10⁻⁶ Ry and a shallow minimum of +7.1×10⁻⁸ rad near −1.63×10⁻⁶ Ry. A further zero lies between the groups, at +2.91×10⁻⁶ Ry, where the opposing wings balance. Fitting this group with a single dispersion curve, odd about its centre, would misrepresent it.

The angle at the maximum corresponds to n_M − 1 = 9.54×10⁻⁸, since

2 × 0.07 × 2×10¹⁰/274.07 × 10⁻⁷ × 9.54×10⁻⁸ = 9.7×10⁻⁸ rad,

or 0.097 μrad. The M1 depth at the centre of 1→2 is 2.0, so a fraction exp(−2.0) ≈ 0.14 of the intensity survives there, before any E2 absorption. At fixed line widths, more density or length increases the angle in proportion but reduces the light exponentially near the centre.

The numerical output printed below includes a separate propagation in SI units, with E2 and a direct velocity average, which tests the final line shape on and between the lines.

Computed values

```
fine-structure constant alpha = 0.00729735
speed of light = 274.0720 Rydberg units
test: s-p1/2 gap = 0.246667 Ry, radial integral = 2.0 a0
test: weak mixing element w = 5.0e-06 Ry
test: R from mixing formula = 0.01111103
test: E1/M1 diagonalized, real part = 7.9e-16
test: E1/M1 diagonalized, imaginary part = 0.01111103
test: n+ - n- Maxwell, real part = -4.273193e-07
test: n+ - n- formula, real part = -4.273124e-07
test: E2-only 0->2 strength = 0.00327 mu_B^2
test: largest scaled propagation error = 5.3e-10
test: far-wing shape times (omega0-omega) = 1.000018
Dawson maximum: x = 0.92414, value = 0.54104
example: omega0 = 0.07 Ry
example: wavelength = 1301.8 nm
example: density = 5.0e-10 a0^-3 = 3.374e+21 m^-3
example: length = 2.0e+10 a0 = 1.0584 m
example: R = 1.0e-07
example: Doppler half-width b = 1.0e-07 Ry
example: homogeneous full width gamma = 1.0e-08 Ry
example: lower, upper hfs = 6.0e-06, 2.0e-07 Ry
reduced M1 magnitude = 1.15470 mu_B
reduced M1 magnitude = 4.21313e-03 e a0
reduced Im(E1) magnitude = 4.2131e-10 e a0
prefactor (2pi/9)alpha^3 omega0 N L = 1.89903e-07 Ry
line 0->1: offset +4.3750e-06 Ry, M1 weight 0.250, M1 depth 0.7961
line 0->2: offset +4.5750e-06 Ry, M1 weight 0.000, M1 depth 0.0249
line 1->1: offset -1.6250e-06 Ry, M1 weight 0.125, M1 depth 0.4602
line 1->2: offset -1.4250e-06 Ry, M1 weight 0.625, M1 depth 2.0025
F=1 group: maximum +9.7499e-08 rad at -1.5178e-06 Ry
F=1 group: minimum -1.2836e-07 rad at -1.3316e-06 Ry
F=1 group: zero crossing at -1.4314e-06 Ry
F=1 group: M1 index n-1 at maximum = 9.5437e-08
F=0 group: maximum +4.5736e-08 rad at +4.2801e-06 Ry
F=0 group: minimum -5.0623e-08 rad at +4.4699e-06 Ry
F=0 group: zero crossing at +4.3722e-06 Ry
F=0 group: M1 index n-1 at maximum = 4.4765e-08
rotation at omega0 (between groups) = -8.7277e-09 rad
```
